The helicon dispersion relation from two derivations

## First derivation: the wave field is proportional to its own curl

### Definitions and conventions

SI units are used in the formulas. A plasma of uniform electron density n lies in a uniform static magnetic field of strength B0 > 0, directed along z. The elementary charge e is positive, so an electron has charge −e; its mass is m. The vectors E, B, j and v denote the small wave parts of the electric field, magnetic field, current density and electron velocity. The vector ẑ is the unit vector along the static field. There is no steady drift.

All wave quantities vary along z and in time as

exp(i k z − i ω t),

with ω > 0 and k real and nonzero. Hence ∂/∂t becomes −iω and ∂/∂z becomes ik. The dependence on the transverse coordinates is left open. The total wavenumber K > 0 is defined by

∇²B = −K²B,

and the transverse wavenumber T by

K² = k² + T².

For a plane wave, K is the length of the wavevector and T is the length of its part perpendicular to z. Here T is real, so K ≥ |k|. One combination of parameters recurs:

h = μ0 e n ω / B0.

It has the dimension of an inverse length squared. The result to be derived is

K |k| = h, or K k = μ0 e n ω / B0 for k > 0.

Four assumptions enter now. The ions do not move, so the electrons carry all the current. The inertial term in the electron equation of motion is neglected. Collisions are neglected. The displacement current is neglected in Ampère's law.

### From the force balance to the electric field

The linear equation of motion of a cold electron fluid is

m ∂v/∂t = −e (E + v × B0ẑ).

The convective term (v·∇)v and the force from v × B are products of two wave quantities and have been dropped. Neglecting the left side gives

E = −v × B0ẑ.

Since the current is carried by the electrons, j = −e n v, or v = −j/(en). The two minus signs cancel:

E = j × B0ẑ / (e n). (1)

This field is perpendicular to ẑ, so E_z = 0 everywhere. An electron fluid without mass or friction would respond without limit to an electric force along B0, and so it permits no such field.

Ampère's law without displacement current is

curl B = μ0 j. (2)

The divergence of a curl vanishes, hence div j = 0. Because j = −env with uniform n, div v = 0 as well. The linear continuity equation −iω n₁ + n div v = 0 then gives n₁ = 0, where n₁ is the density perturbation. An isothermal electron pressure, which is proportional to density, is therefore unperturbed and would add no force to (1). Within this fluid model, the result does not require zero electron temperature. Kinetic effects are another matter and are sized in the second half.

### From Faraday's law to the dispersion relation

Faraday's law, curl E = −∂B/∂t, reads

curl E = iωB. (3)

The curl of (1) requires the identity

curl(j × B0ẑ) = j div(B0ẑ) − B0ẑ div j + B0 ∂j/∂z − (j·∇)B0ẑ.

The first and last terms vanish because the static field is uniform. The second vanishes because div j = 0. The third is ikB0 j. With uniform n, equation (3) becomes

iωB = i k B0 j / (e n).

Solving for the current gives

j = [ω e n / (k B0)] B. (4)

The wave current is proportional to the wave magnetic field at each point, parallel to it for k > 0 and antiparallel for k < 0. Inserting (4) in (2) gives

curl B = α B, α = μ0 e n ω / (k B0) = h/k. (5)

Taking the curl once more,

curl curl B = α curl B = α²B.

The left side is also ∇(div B) − ∇²B. The divergence of (3) gives iω div B = 0, so div B = 0 and

−∇²B = α²B.

Comparison with the definition of K gives α² = K². Since α has the sign of k, α = K for k > 0 and α = −K for k < 0. In both cases

K |k| = μ0 e n ω / B0. (6)

This is the helicon dispersion relation. The factor k comes from the derivative along the static field in Faraday's law. The factor K comes from the curl in Ampère's law. That is why the relation contains the product of two different wavenumbers and not the square of one.

### What the wave does

Taking the cross product of E = −v × B0ẑ with ẑ shows that the transverse electron velocity is E × ẑ/B0. The electrons drift across both fields, and this drift is the transverse wave current. With (1), Faraday's law can also be written ∂B/∂t = curl(v × B0ẑ), which states that the magnetic field is carried along by the electron fluid. The current caused by bending the field moves the electrons, and their motion bends the field further along.

Equation (1) also gives j·E = 0 at each instant, because a cross product is perpendicular to its factors. The wave in this model neither heats nor accelerates the electrons on balance. Its energy is magnetic, B²/(2μ0) per unit volume, and is moved about by the flux E × B/μ0. Any absorption must come from something that has been left out.

The sense of rotation follows from (5). For a plane wave along z with k = K, the x component of curl B is −ikB_y. Setting it equal to kB_x gives

−i B_y = B_x, or B_y = i B_x.

With real B_x amplitude and the time factor exp(−iωt), the field at z = 0 is proportional to (cos ωt, sin ωt). It turns from x towards y. A free electron obeys dv_x/dt = −(eB0/m)v_y and dv_y/dt = (eB0/m)v_x, so it also turns from x towards y. For k = −K both the derivative and α change sign, and the sense of rotation is the same.

For given n, ω and B0, the condition K ≥ |k| turns (6) into

k² ≤ μ0 e n ω / B0.

Equality holds for propagation along the field, T = 0. Then ω is proportional to k². In the opposite limit, |k| much smaller than a fixed T, K is nearly T and ω is nearly proportional to |k|. Between these limits, with T held fixed and k > 0, dK/dk = k/K and

dω/dk = [B0/(μ0 e n)] (K + k²/K) = (ω/k)(1 + k²/K²).

At fixed T, the group speed along z therefore lies between one and two times the phase speed along z. In a bounded column T itself changes with k, and the ratio can fall below one: for the column mode of the example below it is 1.12 at k = 0.314 cm⁻¹ and 0.89 at k = 0.10 cm⁻¹.

### A cylindrical column

The derivation has not used any particular transverse shape, so it applies directly to a uniform column of radius a. Let r and θ be cylindrical coordinates, and let all fields contain the factor exp(iℓθ) with integer azimuthal number ℓ. Take k > 0, so curl B = KB. A prime denotes d/dr.

The Cartesian component B_z obeys ∇²B_z = −K²B_z. With the z derivative moved to the right side, this is

B_z″ + B_z′/r + (T² − ℓ²/r²) B_z = 0.

The solution that is finite on the axis is proportional to the Bessel function J_ℓ(Tr). The r and θ components of curl B = KB are

iℓB_z/r − ikB_θ = K B_r,

ikB_r − B_z′ = K B_θ.

From the second, B_θ = (ikB_r − B_z′)/K. Insert this in the first and multiply by K:

iℓK B_z/r + k²B_r + ik B_z′ = K²B_r.

Since K² − k² = T²,

B_r = (i/T²)(ℓK B_z/r + k B_z′). (7)

Putting (7) back into B_θ gives

B_θ = (1/K)[−(k/T²)(ℓK B_z/r + kB_z′) − B_z′].

The terms with B_z′ add up to −(k² + T²)B_z′/(KT²) = −K B_z′/T², so

B_θ = −(1/T²)(ℓk B_z/r + K B_z′). (8)

The z component of curl B = KB must hold too. It requires (rB_θ)′ − iℓB_r = K r B_z. From (7) and (8), the terms ℓkB_z′ cancel and the left side is

−(K/T²)[(rB_z′)′ − ℓ²B_z/r].

By the Bessel equation, the bracket equals −T² r B_z, so the left side is K r B_z, as required.

At a conducting wall, the tangential electric field vanishes. E_z is already zero, and (1) gives E_θ = −j_r B0/(en). A conducting wall thus requires j_r(a) = 0, which by (4) means B_r(a) = 0. An insulating tube is different: the wave field continues outside it, and a thin current layer at the plasma edge can take up radial current from the interior. The condition below then does not hold in general. For the conducting wall, (7) gives

ℓK J_ℓ(Ta) + k a T J_ℓ′(Ta) = 0, (9)

where the prime on J_ℓ now means the derivative with respect to its argument. For a given k, the wall allows only a discrete set of values of T, one for each radial mode; K follows from T and k; and (6) then links density, field and frequency. The sign of ℓ matters in (9), so patterns turning in opposite senses have different transverse wavenumbers.

### The density for a given axial wavelength

Take a column of radius 5.0 cm with a conducting wall, an axial wavelength of 20.0 cm, ℓ = 1, a static field of 200 G and a frequency of 13.56 MHz. These are rough typical values for a helicon source used in etching. The axial wavenumber is

k = 2π/(20.0 cm) = 0.3142 cm⁻¹.

For ℓ = 1 and small Ta, both J₁ and J₁′ are positive, so (9) has no root until J₁′ has changed sign. At the first positive zero of J₁, the left side is negative. A root lies between these points, at

Ta = 2.737, T = 2.737/(5.0 cm) = 0.5474 cm⁻¹.

The total wavenumber is

K = √(0.3142² + 0.5474²) cm⁻¹ = 0.631 cm⁻¹.

With ω = 8.520×10⁷ s⁻¹, and all lengths in metres for the arithmetic,

n = K k B0/(μ0 e ω) = (63.11 × 31.42 × 0.0200)/(μ0 × e × 8.520×10⁷) = 2.31×10¹⁸ m⁻³.

This is 2.31×10¹² cm⁻³. It is the density at which this mode fits the chosen wavelength and frequency. It is not a prediction of the density that a given power will sustain, which requires particle and energy balances. At this density, the largest axial wavenumber allowed by (6) is √h = 0.445 cm⁻¹, so the chosen k is permitted.

## Second derivation: the massless limit of the full cold response

### Symbols and results carried over

The static field B0 points along z, n is the uniform electron density, and the wave factor is exp(ikz − iωt). K, k and T are the total, axial and transverse wavenumbers, with K² = k² + T², and h = μ0enω/B0. The first derivation assumed massless electrons, immobile ions and no displacement current from the start, and found K|k| = h. For the example, k = 0.3142 cm⁻¹, T = 0.5474 cm⁻¹, K = 0.6311 cm⁻¹ and n = 2.31×10¹² cm⁻³. Now all three effects are retained, and the limit is taken at the end. Collisions are still absent.

### Response of the particles

Consider a species of charge q, mass M and density n. Define its signed gyrofrequency Ω = qB0/M and its plasma frequency by ω_p² = nq²/(ε0M). The linear equation of motion −iωMv = q(E + v × B0ẑ) has the components

−iωv_x = (q/M)E_x + Ωv_y,

−iωv_y = (q/M)E_y − Ωv_x,

−iωv_z = (q/M)E_z.

Multiply the first by −iω and replace −iωv_y using the second. Treat the second in the same way. The result is

(Ω² − ω²)v_x = (q/M)(−iωE_x + ΩE_y),

(Ω² − ω²)v_y = (q/M)(−iωE_y − ΩE_x),

v_z = iqE_z/(Mω).

The full Ampère law is curl B = μ0j − iωE/c², with j the sum of nqv over species. Write its right side as −(iω/c²)(E + ij/(ε0ω)). The bracket is linear in E and has the components

SE_x − iDE_y, iDE_x + SE_y, PE_z,

where

S = 1 − Σ ω_p²/(ω² − Ω²),

D = Σ Ωω_p²/[ω(ω² − Ω²)],

P = 1 − Σ ω_p²/ω².

The sums run over electrons and ions, and each "1" is the displacement current.

### Wave equation and limit

Taking the curl of Faraday's law gives curl curl E = iω curl B, which is ω²/c² times the bracket above. For a plane wave, choose the x axis so that the wavevector is (T, 0, k). Then curl curl E equals K²E minus the wavevector times (TE_x + kE_z). Its components are k²E_x − TkE_z, K²E_y and T²E_z − TkE_x. With the abbreviations s, d, p for ω²/c² times S, D, P,

(s − k²)E_x − i d E_y + TkE_z = 0,

i d E_x + (s − K²)E_y = 0,

TkE_x + (p − T²)E_z = 0. (10)

For electrons, let ωce = eB0/m be the positive gyrofrequency, so Ω = −ωce, and define the skin depth δ by

δ² = m/(μ0 n e²).

Since ω_p²/c² = 1/δ² for electrons, their contributions are

s_e = ω²/[δ²(ωce² − ω²)], d_e = ωωce/[δ²(ωce² − ω²)], p_e = −1/δ².

The minus sign of Ω and the minus sign of ω² − ωce² make d_e positive for ω < ωce. Now let m tend to zero at fixed n, B0 and ω. Then δ² is proportional to m and ωce to 1/m. Consequently s_e vanishes in proportion to m, p_e tends to minus infinity, and

d_e → ω/(δ²ωce) = ω(μ0ne²/m)(m/(eB0)) = h.

The mass cancels in d_e alone. With immobile ions and no displacement current, s = 0 and d = h. The third of equations (10) forces E_z to zero. The other two become

−k²E_x − ihE_y = 0,

ihE_x − K²E_y = 0.

Their determinant is k²K² − (−ih)(ih) = k²K² − h². A nonzero field therefore needs

K²k² = h², or K|k| = μ0enω/B0,

which is the earlier result. The second equation adds the polarization, E_y = i(|k|/K)E_x. It is circular for propagation along B0 and becomes a flatter ellipse as the wavevector tilts.

### Ion motion and displacement current

Keep the electrons massless, so E_z = 0, but let s be nonzero. The determinant gives (k² − s)(K² − s) = d². For small s and unchanged d, K² ≈ s + (h²/k²)(1 + s/k²). The relative change of K at fixed n, ω and k is then, to first order,

ΔK/K = (s/2)(1/k² + 1/K²). (11)

For the displacement current, s = ω²/c², and the change is about 0.005 % in the example.

For ions of gyrofrequency ωci, with ω ≫ ωci, s = −ω_pi²/c² = −hωci/ω, where ω_pi is the ion plasma frequency. The ionic part of d is smaller than h by about (ωci/ω)² and is dropped. With singly charged ions of mass 40 u, the change of K is −0.07 %. Ion motion is negligible in (11) when (K/|k|)(ωci/ω) is small.

The lower hybrid frequency is where S vanishes between the two gyrofrequencies. At the density of the example, the displacement term 1 in S is negligible there, so the condition is that the ionic and electronic parts of S cancel. Since ω_p²/|Ω| is the same for both species, the cancellation requires

ωce(ω² − ωci²) = ωci(ωce² − ω²),

whose solution is ω² = ωceωci. The example lies at 6.54 times this frequency, so the ionic part of S is smaller than the electronic part by about 6.54² = 43.

### Electron inertia

Inertia is the largest of the three corrections here. Return to the fluid equation with immobile ions and no displacement current. Retaining −iωmv gives

E = j × B0ẑ/(en) − iωμ0δ²j,

because m/(ne²) = μ0δ². Take the curl, use Faraday's law and μ0j = curl B, and divide by i:

ωB = kδ²ωce curl B − ωδ² curl curl B.

Here B0/(μ0en) = δ²ωce was used. For k > 0, a field with curl B = KB satisfies

ω(1 + K²δ²) = kKδ²ωce. (12)

The massless relation is recovered when K²δ² ≪ 1. By that relation, K²δ² = (K/k)(ω/ωce). A frequency below the electron gyrofrequency is therefore not sufficient: a wave with K much larger than k needs a correspondingly smaller ω/ωce.

At fixed K, k and ω, multiplying (12) by n/ω gives

n = kKB0/(μ0eω) − K²m/(μ0e²).

In the example δ = 3.495 mm, and K²δ² = (0.6311 × 0.3495)² = 0.0487. Inertia lowers the required density by 4.9 %, from 2.31×10¹² to 2.20×10¹² cm⁻³. If the density is held fixed instead, K rises by 5.4 %.

Equation (12) is quadratic in K:

K² − (kωce/ω)K + 1/δ² = 0.

The two roots add up to kωce/ω and their product is 1/δ². The second, short wave is the Trivelpiece–Gould wave. With ωce/ω = 41.29, the sum is 0.3142 × 41.29 = 12.97 cm⁻¹. The long root, raised by inertia, is 0.665 cm⁻¹, leaving 12.31 cm⁻¹ for the short root. Its wavelength 2π/K is 5.1 mm for cold electrons, about a tenth of the column radius.

As m tends to zero, the short root moves to infinity and disappears from the theory. This matters at a wall. With inertia, the helicon field has E_z = −iωμ0δ²j_z, which is generally not zero at r = a. A conducting wall demands E_z = 0 there, so some of the short wave must be added. Its amplitude, its absorption and its effect on T are not calculated here. The 4.9 % correction holds K fixed and excludes that effect.

### Collisions and thermal motion

A friction force −mνv, with collision frequency ν, replaces ω by ω + iν in the inertial term:

ω + (ω + iν)K²δ² = kKδ²ωce.

For the long wave by itself, damping is weak when both K²δ² and (ν/ω)K²δ² are small, since friction enters multiplied by δ². A small inertial term alone is not enough if ν is much larger than ω. In an insulating tube, the short wave excited at the plasma edge can add much stronger absorption, even when δ is small. With the rough value ν = 3.0×10⁷ s⁻¹, ν/ω = 0.35. To leading order, Im K/Re K = 0.35 × 0.0487 = 1.7 %; the full quadratic gives 2.0 %. These values hold k and ω real. They measure the strength of damping and are not a decay rate along z.

Thermal motion along B0 changes p. Let f0(v) be the electron velocity distribution along z, normalized to n, and f₁ its perturbation. The linear Vlasov equation −i(ω − kv)f₁ = (e/m)E_z df0/dv gives f₁. The current −e∫vf₁dv, divided by the cold current ine²E_z/(mω), is

R = −(ω/n) ∫ v (df0/dv)/(ω − kv) dv.

For k > 0, the path passes below the pole at v = ω/k, as follows from continuing the result for a slowly growing wave. The electronic part of p becomes −R/δ².

For a Maxwellian at 3.0 eV, the phase speed is 2.64 times the thermal speed √(2 × temperature/m), and R = 1.38 − 0.06i. The imaginary part is Landau damping.

The second derivation shows where R acts. For ω ≪ ωce, s_e ≈ k²K²δ², and (11) gives a transverse contribution δ²(K² + k²)/2 to ΔK/K. The third of equations (10) gives E_z ≈ Tkδ²E_x/R, which contributes T²δ²/(2R). For R = 1 the two add up to K²δ², as (12) requires. Since the real part of 1/R is below one, thermal motion reduces the inertial shift. At fixed density the shift falls from 5.4 % to 4.8 %, and Im K/Re K is 0.07 %, far below the collisional value.

This estimate treats the transverse motion as cold. The gyroradius, thermal speed over ωce, is 0.292 mm, and T times it is 0.016. A small value alone does not justify the treatment. The gradient of the wave's magnetic field acts on the magnetic moments of the gyrating electrons, and the resulting terms are comparable to the thermal correction itself. In this example they nearly cancel: the full hot-plasma response of a uniform Maxwellian plasma gives a shift of 4.75 %, against 4.77 % from the estimate. This close agreement should not be assumed for other parameters. The cold description of the short wave is much less secure, mainly because of R. That wave is nearly electrostatic, with sT² + pk² ≈ 0, so its T² is roughly proportional to R. At 3.0 eV the full hot-plasma response moves the root from 12.31 to about 14.4 cm⁻¹, a wavelength of 4.35 mm, with Im K/Re K of about 2.3 % in magnitude. T times the gyroradius is about 0.4 for this wave, yet the transverse thermal terms alter K by only about 1 %.

### What each derivation assumes

Both derivations assume small amplitudes, no steady drift, and uniform n and B0. They differ in where the remaining assumptions enter.

The first removes electron mass, ion motion and displacement current before solving. In return, it needs no transverse plane wave. It gives curl B = ±KB directly, with the sign tied to k, and so leads at once to the modes of a cylinder. It cannot by itself say how small the neglected terms are.

The second assumes a plane wave in an unbounded plasma but keeps those terms until the end. It identifies the small quantities: K²δ² for inertia, (K/|k|)(ωci/ω) for ions and ω²/(c²k²) for displacement current. Its determinant gives K²k² = h², without a sign; the handedness must be read from the polarization. A bounded mode requires a superposition of plane waves with the same k and T, together with wall conditions.

Uniform density is essential to both. If n varies in space, the curl of j × B0ẑ/(en) contains an extra term with the gradient of 1/n. Then j is no longer simply proportional to B, and a single K does not describe the mode.

### Comparison with a real source

Helicon sources for etching commonly run at 13.56 MHz, with fields of roughly a hundred to a few hundred gauss and column radii of several centimetres. Their densities are roughly 10¹¹ to 10¹³ cm⁻³. The example lies within these rough ranges, with a density towards the upper end. A real source can depart from the example in at least two ways. The plasma is usually denser on the axis than near the wall, and the formula does not say which density its n then stands for; that requires solving the radial problem. Many sources also use an insulating tube, for which the wall condition (9) does not hold in general, so the density that fits a given axial wavelength changes too.

An antenna also excites a range of k. At fixed T, B0 and ω, a small relative change in k changes the required density by 1 + k²/K² = 1.25 times as much. A 10 % uncertainty in k therefore gives about 12 % in n, before the change of T through the wall condition is counted. Under these conditions, the simple relation is an estimate of the density that fits the wave. It does not determine how the wave's power is absorbed. The numerical output lists the separate corrections for the example.

Computed results

```
frequency: 13.56 MHz
angular frequency: 8.5200e+07 rad/s
static magnetic field: 200 G
column radius: 5.0 cm
axial wavelength: 20.0 cm
electron temperature: 3.0 eV
collision frequency: 3.0e+07 1/s
ion mass: 40 u
axial wavenumber k: 0.3142 1/cm
wall root T*radius: 2.7370 (no unit)
transverse wavenumber T: 0.5474 1/cm
total wavenumber K: 0.6311 1/cm
density from helicon relation: 2.3118e+12 1/cm^3
same density in SI: 2.3118e+18 1/m^3
largest k at this density: 0.4453 1/cm
electron gyrofrequency/omega: 41.29 (no unit)
omega/lower hybrid frequency: 6.54 (no unit)
skin depth delta: 3.495 mm
inertia parameter K^2 delta^2: 0.0487 (no unit)
density with inertia: 2.1993e+12 1/cm^3
density change by inertia: -4.87 %
Shifts of Re K at fixed density, omega and k:
  electron inertia alone: 5.406 %
  ion motion alone: -0.0709 %
  displacement current alone: 0.00511 %
  inertia and collisions: 5.319 %
  inertia and thermal motion: 4.769 %
  all cold effects and collisions: 5.242 %
Im K/Re K, inertia and collisions: 2.010 %
Im K/Re K, inertia and thermal: 0.0701 %
Im K/Re K, all cold and collisions: 2.007 %
short-wave root, 2 pi/K: 5.106 mm
phase speed/thermal speed: 2.640 (no unit)
parallel response, real part: 1.3784 (no unit)
parallel response, imaginary part: -0.0613 (no unit)
electron gyroradius: 0.292 mm
T times gyroradius: 0.0160 (no unit)
```
